# Effective transverse piezoelectric stress coefficient of a film with a free surface: a numerical check

```python
"""
Effective transverse piezoelectric stress coefficient of a film, free top surface.
Result under test (axis 3 = film normal, transverse isotropy, constant-field C, s):
    e31f = e31 - e33*C13/C33 = d31/(s11 + s12)
Definition: e31f = -dT1/dE3 at fixed in-plane strain with T3 = 0.
T stress, S strain, E field, D electric displacement, C stiffness, s compliance,
e stress coefficients, d strain coefficients.  T = C S - e E,  D = e S + eps E.
Internal units: GPa, C/m^2, GV/m (C/m^2 times GV/m equals GPa).
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0


def stiffness(c11, c22, c12, c13, c23, c33, c44, c66):
    c = np.diag([c11, c22, c33, c44, c44, c66]).astype(float)
    c[0, 1] = c[1, 0] = c12
    c[0, 2] = c[2, 0] = c13
    c[1, 2] = c[2, 1] = c23
    return c


def relax(c, e3, strain1, strain2, field):
    """Full strain when the out-of-plane strains minimize the enthalpy."""
    strain = np.array([strain1, strain2, 0.0, 0.0, 0.0, 0.0])
    free = [2, 3, 4]
    load = e3[free] * field - (c @ strain)[free]
    strain[free] = np.linalg.solve(c[np.ix_(free, free)], load)
    return strain


def enthalpy(c, e3, eps, strain1, strain2, field):
    strain = relax(c, e3, strain1, strain2, field)
    return 0.5 * strain @ c @ strain - field * (e3 @ strain) - 0.5 * eps * field**2


def stress_from_energy(c, e3, eps, field, axis):
    """In-plane stress at zero in-plane strain, by central difference."""
    step = 1e-3
    plus, minus = [0.0, 0.0], [0.0, 0.0]
    plus[axis], minus[axis] = step, -step
    return (enthalpy(c, e3, eps, *plus, field)
            - enthalpy(c, e3, eps, *minus, field)) / (2 * step)


def charge_from_energy(c, e3, eps, strain1, strain2, field):
    step = 1e-2
    return -(enthalpy(c, e3, eps, strain1, strain2, field + step)
             - enthalpy(c, e3, eps, strain1, strain2, field - step)) / (2 * step)


# Symbolic proof check: compliance and d are obtained by matrix inversion.
a11, a12, a13, a33, b31, b33 = sp.symbols("C11 C12 C13 C33 e31 e33")
c_sym = sp.Matrix([[a11, a12, a13], [a12, a11, a13], [a13, a13, a33]])
s_sym = c_sym.inv()
d_sym = sp.Matrix([[b31, b31, b33]]) * s_sym
difference = b31 - b33 * a13 / a33 - d_sym[0] / (s_sym[0, 0] + s_sym[0, 1])
assert sp.simplify(difference) == 0
bracket = a11 + a12 - 2 * a13**2 / a33
assert sp.simplify(bracket * (s_sym[0, 0] + s_sym[0, 1]) - 1) == 0

# Random stable crystals; C66 is free, so fourfold symmetry is covered as well.
rng = np.random.default_rng(7)
trials, worst = 0, 0.0
while trials < 200:
    c11, c33 = rng.uniform(100, 500, 2)
    c12, c13 = rng.uniform(-100, 300, 2)
    c44, c66 = rng.uniform(30, 200, 2)
    c = stiffness(c11, c11, c12, c13, c13, c33, c44, c66)
    if np.linalg.eigvalsh(c)[0] < 10:
        continue
    r31, r33 = rng.uniform(-3, 3, 2)
    e3 = np.array([r31, r31, r33, 0, 0, 0])
    s = np.linalg.inv(c)
    d = e3 @ s
    from_energy = -stress_from_energy(c, e3, 0.3, 0.1, 0) / 0.1
    stiff_form = r31 - r33 * c13 / c33
    compliance_form = d[0] / (s[0, 0] + s[0, 1])
    worst = max(worst, abs(from_energy - stiff_form),
                abs(from_energy - compliance_form))
    assert s[0, 0] + s[0, 1] > 0
    trials += 1
assert worst < 1e-8

# Worked example: round values in the rough regime of textured ferroelectric hafnia.
C11, C12, C13, C33, C44 = 400.0, 150.0, 120.0, 390.0, 100.0   # GPa
e31, e33 = -1.3, -1.5                                         # C/m^2
eps_r = 30.0                                                  # clamped, relative
thickness_nm, field_MVcm, biaxial_strain = 10.0, 0.5, 1e-3
wafer_um, wafer_modulus, width_um = 500.0, 180.0, 10.0        # biaxial modulus, GPa
P_r, coercive, breakdown, pyro = 20.0, 1.0, 4.0, 50.0  # uC/cm2, MV/cm, MV/cm, uC/m2K

field = field_MVcm * 0.1                                      # GV/m
eps = eps_r * epsilon_0 * 1e9                                 # C/m^2 per GV/m
C = stiffness(C11, C11, C12, C13, C13, C33, C44, (C11 - C12) / 2)
e_row = np.array([e31, e31, e33, 0, 0, 0])
S = np.linalg.inv(C)
d_row = e_row @ S
e31f = e31 - e33 * C13 / C33
e31f_compliance = d_row[0] / (S[0, 0] + S[0, 1])
stress = stress_from_energy(C, e_row, eps, field, 0)
e31f_energy = -stress / field
assert abs(e31f_energy - e31f) < 1e-8
assert abs(e31f_compliance - e31f) < 1e-10

# Direct effect: charge by strain at zero field, and permittivity of the clamped film.
charge = charge_from_energy(C, e_row, eps, biaxial_strain, biaxial_strain, 0.0)
assert abs(charge - 2 * e31f * biaxial_strain) < 1e-9
charge_single = charge_from_energy(C, e_row, eps, biaxial_strain, 0.0, 0.0)
assert abs(charge_single - e31f * biaxial_strain) < 1e-9
eps_film = charge_from_energy(C, e_row, eps, 0.0, 0.0, field) / field
assert abs(eps_film - (eps + e33**2 / C33 )) < 1e-8
strain3 = relax(C, e_row, 0.0, 0.0, field)[2]
compliance_strain3 = (d_row[2] - 2 * S[0, 2] * e31f_compliance) * field
assert abs(strain3 - compliance_strain3) < 1e-12

# Orthorhombic film: stiffness form holds, scalar compliance form must fail.
Co = stiffness(410, 390, 150, 110, 130, 390, 100, 125)
eo = np.array([-1.2, -1.4, -1.5, 0, 0, 0])
So = np.linalg.inv(Co)
do = eo @ So
ortho = np.array([-stress_from_energy(Co, eo, eps, field, k) / field for k in (0, 1)])
assert np.allclose(ortho, eo[:2] - eo[2] * Co[:2, 2] / Co[2, 2], atol=1e-8)
assert np.allclose(ortho, np.linalg.solve(So[:2, :2], do[:2]), atol=1e-8)
ortho_scalar = do[0] / (So[0, 0] + So[0, 1])
assert abs(ortho_scalar / ortho[0] - 1) > 0.01

# Film on a free wafer: minimize total energy over in-plane strain, bending and the
# film thickness strain at two Gauss points.  Lengths are in units of wafer thickness.
ratio = thickness_nm * 1e-9 / (wafer_um * 1e-6)
gauss = np.array([-1, 1]) / np.sqrt(3)
hessian, force = np.zeros((4, 4)), np.zeros(4)
for k, g in enumerate(gauss):
    row = np.array([1.0, 0.5 * g, 0, 0])
    hessian += 0.5 * 2 * wafer_modulus * np.outer(row, row)
    row = np.array([1.0, 0.5 + 0.5 * ratio * (1 + g), 0, 0])
    normal = np.zeros(4)
    normal[2 + k] = 1.0
    B = np.array([row, row, normal])
    hessian += 0.5 * ratio * B.T @ C[:3, :3] @ B
    force += 0.5 * ratio * B.T @ e_row[:3] * field
solution = np.linalg.solve(hessian, force)
wafer_strain = solution[0] + solution[1] * (0.5 + 0.5 * ratio)
curvature = -solution[1] / (wafer_um * 1e-6)
assert abs(wafer_strain / (-4 * stress * ratio / wafer_modulus) - 1) < 1e-3
assert abs(solution[1] / (-6 * stress * ratio / wafer_modulus) - 1) < 1e-3
free_strain = d_row[0] * field

# Sizes of neglected effects.
delta_P = (eps_r - 1) * epsilon_0 * field * 1e9 * 100         # uC/cm^2
quadratic = delta_P / (2 * P_r)
attraction = 0.5 * eps * field**2 * C13 / C33                 # GPa, in-plane share
charge_uC = charge * 100
pyro_uC = pyro * 1e-4
edge = 4 * thickness_nm * 1e-3 / width_um

print("INPUTS (round, rough hafnia regime)")
print(f"C11, C12, C13, C33, C44 = {C11:.0f}, {C12:.0f}, {C13:.0f}, {C33:.0f}, {C44:.0f} GPa")
print(f"e31, e33 = {e31:.2f}, {e33:.2f} C/m^2")
print(f"clamped relative permittivity = {eps_r:.0f}")
print(f"film thickness = {thickness_nm:.0f} nm, field = {field_MVcm:.2f} MV/cm")
print(f"voltage = {field_MVcm * thickness_nm * 0.1:.2f} V")
print(f"equal biaxial strain = {biaxial_strain * 100:.2f} %")
print(f"wafer thickness = {wafer_um:.0f} um, biaxial modulus = {wafer_modulus:.0f} GPa")
print(f"capacitor width = {width_um:.0f} um")
print(f"remanent polarization = {P_r:.0f} uC/cm^2")
print(f"coercive, breakdown field = {coercive:.0f}, {breakdown:.0f} MV/cm")
print(f"pyroelectric coefficient magnitude = {pyro:.0f} uC/(m^2 K)")
print("RESULTS")
print(f"C13/C33 = {C13 / C33:.4f}")
print(f"e33*C13/C33 = {e33 * C13 / C33:.4f} C/m^2")
print(f"e31f, stiffness form = {e31f:.4f} C/m^2")
print(f"s11, s12 = {S[0, 0] * 1e3:.4f}, {S[0, 1] * 1e3:.4f} 1/TPa")
print(f"s11 + s12 = {(S[0, 0] + S[0, 1]) * 1e3:.4f} 1/TPa")
print(f"1/(s11 + s12) = {1 / (S[0, 0] + S[0, 1]):.2f} GPa")
print(f"d31, d33 = {d_row[0] * 1e3:.4f}, {d_row[2] * 1e3:.4f} pm/V")
print(f"e31f, compliance form = {e31f_compliance:.4f} C/m^2")
print(f"e31f, from relaxed energy = {e31f_energy:.4f} C/m^2")
print(f"bare e31 / e31f = {e31 / e31f:.3f}")
print(f"in-plane stress at the field = {stress * 1e3:.2f} MPa")
print(f"thickness strain at the field = {strain3:.3e}")
print(f"thickness change = {strain3 * thickness_nm * 1e3:.3f} pm")
print(f"charge from biaxial strain = {charge_uC:.4f} uC/cm^2")
print(f"film relative permittivity, T3 = 0 = {eps_film / (epsilon_0 * 1e9):.3f}")
print(f"largest deviation in {trials} random crystals = {worst:.1e} C/m^2")
print("ORTHORHOMBIC VARIANT")
print("C11, C22, C12, C13, C23, C33 = "
      + ", ".join(f"{Co[i, j]:.0f}" for i, j in
                  ((0, 0), (1, 1), (0, 1), (0, 2), (1, 2), (2, 2))) + " GPa")
print(f"e31, e32, e33 = {eo[0]:.2f}, {eo[1]:.2f}, {eo[2]:.2f} C/m^2")
print(f"e31f, e32f = {ortho[0]:.4f}, {ortho[1]:.4f} C/m^2")
print(f"d31/(s11 + s12) = {ortho_scalar:.4f} C/m^2")
print(f"its error against e31f = {(ortho_scalar / ortho[0] - 1) * 100:.1f} %")
print("NEGLECTED EFFECTS")
print(f"field-induced polarization = {delta_P:.3f} uC/cm^2")
print(f"quadratic / linear response = {quadratic * 100:.2f} %")
print(f"in-plane stress from electrode attraction = {attraction * 1e3:.3f} MPa")
print(f"attraction / piezoelectric stress = {attraction / abs(stress) * 100:.2f} %")
print(f"film strain as wafer yields = {wafer_strain:.2e}")
print(f"free in-plane strain d31*E3 = {free_strain:.2e}")
print(f"wafer yielding / free strain = {wafer_strain / free_strain * 100:.3f} %")
print(f"wafer curvature = {curvature:.2e} 1/m")
print(f"area within one thickness of an edge = {edge * 100:.2f} %")
print(f"pyroelectric charge per kelvin = {pyro_uC:.4f} uC/cm^2")
print(f"pyroelectric / strain charge, 1 K = {pyro_uC / abs(charge_uC) * 100:.1f} %")
print(f"field / coercive field = {field_MVcm / coercive:.2f}")
print(f"field / breakdown field = {field_MVcm / breakdown:.3f}")
print("PASS")
```

Output:

```
INPUTS (round, rough hafnia regime)
C11, C12, C13, C33, C44 = 400, 150, 120, 390, 100 GPa
e31, e33 = -1.30, -1.50 C/m^2
clamped relative permittivity = 30
film thickness = 10 nm, field = 0.50 MV/cm
voltage = 0.50 V
equal biaxial strain = 0.10 %
wafer thickness = 500 um, biaxial modulus = 180 GPa
capacitor width = 10 um
remanent polarization = 20 uC/cm^2
coercive, breakdown field = 1, 4 MV/cm
pyroelectric coefficient magnitude = 50 uC/(m^2 K)
RESULTS
C13/C33 = 0.3077
e33*C13/C33 = -0.4615 C/m^2
e31f, stiffness form = -0.8385 C/m^2
s11, s12 = 3.0501, -0.9499 1/TPa
s11 + s12 = 2.1002 1/TPa
1/(s11 + s12) = 476.15 GPa
d31, d33 = -1.7609, -2.7625 pm/V
e31f, compliance form = -0.8385 C/m^2
e31f, from relaxed energy = -0.8385 C/m^2
bare e31 / e31f = 1.550
in-plane stress at the field = 41.92 MPa
thickness strain at the field = -1.923e-04
thickness change = -1.923 pm
charge from biaxial strain = -0.1677 uC/cm^2
film relative permittivity, T3 = 0 = 30.652
largest deviation in 200 random crystals = 3.0e-15 C/m^2
ORTHORHOMBIC VARIANT
C11, C22, C12, C13, C23, C33 = 410, 390, 150, 110, 130, 390 GPa
e31, e32, e33 = -1.20, -1.40, -1.50 C/m^2
e31f, e32f = -0.7769, -0.9000 C/m^2
d31/(s11 + s12) = -0.7171 C/m^2
its error against e31f = -7.7 %
NEGLECTED EFFECTS
field-induced polarization = 1.284 uC/cm^2
quadratic / linear response = 3.21 %
in-plane stress from electrode attraction = 0.102 MPa
attraction / piezoelectric stress = 0.24 %
film strain as wafer yields = -1.86e-08
free in-plane strain d31*E3 = -8.80e-05
wafer yielding / free strain = 0.021 %
wafer curvature = 5.59e-05 1/m
area within one thickness of an edge = 0.40 %
pyroelectric charge per kelvin = 0.0050 uC/cm^2
pyroelectric / strain charge, 1 K = 3.0 %
field / coercive field = 0.50
field / breakdown field = 0.125
PASS
```
